**Berry phase jump of a half-filled ionic Hubbard ring**

The program diagonalizes rings of L = 4, 6 and 8 sites with hopping t, level splitting Δ, on-site repulsion U and a twist θ that acts equally on both spins. It asserts that the charge Berry phase γ, computed from overlaps of ground states, is 0 below and π above the U at which ground states of opposite reflection parity cross; this is done at six values of U for L = 4 and two for L = 6. For Δ = 2t the crossing lies at U = 2.783t, 3.116t and 3.288t for L = 4, 6 and 8. Further assertions cover the symmetries of H(θ), the band energy at U = 0, the weak-coupling law U_c → LΔ/2 and the exchange constant J at strong coupling. For L = 4, a path around the crossing with bond alternation δ carries +0.5 or −0.5 electron, averaged over the bonds, depending on the sign of δ. For δ > 0, integration of the time-dependent Schrödinger equation agrees with the Berry phase half way (0.408 electron) and at the end (0.500 electron).

## Verification by program

```python
"""
Result under test: the many-body charge Berry phase gamma of a half-filled
ionic Hubbard ring is 0 at small U and pi at large U. It jumps where ground
states of opposite reflection parity cross at twist 0 or pi.
Symbols: L sites and L electrons with Sz = 0; hopping t = 1 (energy unit);
Delta = level splitting (even sites low); U = on-site repulsion;
theta = twist, shared equally by the bonds; delta = bond alternation;
X = sum of site index times occupation; V = exp(2 pi i X / L);
P = reflection about site 0. Time is in units of hbar/t.
"""
from itertools import combinations
import numpy as np
import scipy.sparse as sp
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh


class Ring:
    """Sz = 0 space as (spin-up determinants) x (spin-down determinants)."""

    def __init__(self, L):
        self.L = L
        self.dense = L <= 6
        self.sets = list(combinations(range(L), L // 2))
        self.index = {s: k for k, s in enumerate(self.sets)}
        d = len(self.sets)
        one = sp.identity(d)
        sign = (-1.0) ** np.arange(L)
        self.right = 0
        self.alternating = 0
        for j in range(L):
            move = self.transfer((j + 1) % L, j)
            both = sp.kron(move, one) + sp.kron(one, move)
            self.right = self.right + both
            self.alternating = self.alternating + sign[j] * both
        occ = np.array([[float(j in s) for j in range(L)] for s in self.sets])
        self.double = (occ @ occ.T).ravel()
        number = (occ[:, None, :] + occ[None, :, :]).reshape(-1, L)
        self.staggered = number @ sign
        self.V = np.exp(2j * np.pi * (number @ np.arange(L)) / L)
        reflect = sp.lil_matrix((d, d))
        for k, s in enumerate(self.sets):
            image = [(-j) % L for j in s]
            swaps = sum(a > b for a, b in combinations(image, 2))
            reflect[self.index[tuple(sorted(image))], k] = (-1.0) ** swaps
        self.P = sp.kron(reflect.tocsr(), reflect.tocsr()).tocsr()
        self.right = sp.csr_matrix(self.right)
        self.alternating = sp.csr_matrix(self.alternating)
        if self.dense:
            self.right = self.right.toarray()
            self.alternating = self.alternating.toarray()
            self.P = self.P.toarray()

    def transfer(self, i, j):
        """Matrix of c_i^dagger c_j (i != j) for one spin species."""
        d = len(self.sets)
        m = sp.lil_matrix((d, d))
        for k, s in enumerate(self.sets):
            if j in s and i not in s:
                new = tuple(sorted([q for q in s if q != j] + [i]))
                m[self.index[new], k] = (-1.0) ** (s.index(j) + new.index(i))
        return m.tocsr()

    def hop(self, theta, delta):
        phase = np.exp(1j * theta / self.L)
        return -phase * (self.right + delta * self.alternating)

    def H(self, theta, U, Delta, delta=0.0):
        r = self.hop(theta, delta)
        diagonal = U * self.double - 0.5 * Delta * self.staggered
        local = np.diag(diagonal) if self.dense else sp.diags(diagonal)
        return r + r.conj().T + local

    def dH(self, theta, delta):
        """Derivative of H with respect to the twist."""
        r = self.hop(theta, delta)
        return 1j / self.L * (r - r.conj().T)


def berry(ring, U, Delta, delta=0.0, mesh=60):
    """Overlap-product phase and smallest gap; mesh has no mirror points."""
    vectors, gaps = [], []
    for theta in 2 * np.pi * (np.arange(mesh) + 0.37) / mesh:
        e, v = eigh(ring.H(theta, U, Delta, delta), subset_by_index=[0, 1])
        vectors.append(v[:, 0])
        gaps.append(e[1] - e[0])
    vectors.append(ring.V * vectors[0])
    product = 1.0 + 0j
    for a, b in zip(vectors[:-1], vectors[1:]):
        link = np.vdot(a, b)
        product *= link / abs(link)
    return np.angle(product), min(gaps)


def sector_energy(ring, U, Delta, parity):
    """Lowest level of given parity at the twist that allows k = pi/2."""
    open_at_zero = ring.L % 4 == 0
    theta = 0.0 if open_at_zero else np.pi
    h = ring.H(theta, U, Delta)
    lift = 10.0  # raises the other parity by 20 t
    if ring.dense:
        q = ring.P if open_at_zero else ring.V[:, None] * ring.P
        m = h + lift * (np.eye(len(q)) - parity * q)
        return eigh(m, eigvals_only=True, subset_by_index=[0, 0])[0]
    assert open_at_zero
    m = (h.real + lift * (sp.identity(h.shape[0]) - parity * ring.P)).tocsr()
    start = np.random.default_rng(1).normal(size=h.shape[0])
    return eigsh(m, k=1, which="SA", v0=start, tol=1e-9,
                 return_eigenvectors=False)[0]


def critical_U(ring, Delta, low, high):
    def difference(U):
        return (sector_energy(ring, U, Delta, -1)
                - sector_energy(ring, U, Delta, +1))
    return brentq(difference, low, high, xtol=1e-7)


Delta = 2.0
ring4, ring6, ring8 = Ring(4), Ring(6), Ring(8)
print("hopping t = 1 (energy unit), level splitting Delta =", Delta, "t")
print("states with Sz=0 for L=4, 6, 8:",
      *[len(r.sets) ** 2 for r in (ring4, ring6, ring8)])

# Symmetries of the twisted Hamiltonian
for r in (ring4, ring6):
    h = r.H(0.7, 3.0, Delta)
    shifted = r.V[:, None] * h * r.V.conj()[None, :]
    assert np.allclose(shifted, r.H(0.7 + 2 * np.pi, 3.0, Delta))
    assert np.allclose(r.P @ h @ r.P, r.H(-0.7, 3.0, Delta))
    assert np.allclose(r.P @ np.diag(r.V) @ r.P, np.diag(r.V.conj()))

# Uncorrelated limit against the band sum
for r in (ring4, ring6):
    k = (2 * np.pi * np.arange(r.L) + 0.7) / r.L
    band = -np.sum(np.sqrt(4 * np.cos(k) ** 2 + Delta ** 2 / 4))
    many = eigh(r.H(0.7, 0.0, Delta), eigvals_only=True,
                subset_by_index=[0, 0])[0]
    assert abs(many - band) < 1e-9
    print(f"L={r.L} U=0 twist 0.7 rad: energy {many:.6f} t, band sum {band:.6f} t")

# Level crossing of opposite parities
Uc = critical_U(ring4, Delta, 1.0, 10.0)
Uc6 = critical_U(ring6, Delta, 1.0, 10.0)
Uc8 = critical_U(ring8, Delta, 1.0, 10.0)
print(f"critical U, L=4 (crossing at twist 0):  {Uc:.5f} t")
print(f"critical U, L=6 (crossing at twist pi): {Uc6:.5f} t")
print(f"critical U, L=8 (crossing at twist 0):  {Uc8:.5f} t")

# Weak-coupling law: critical U tends to L*Delta/2
small = 0.02
for r in (ring4, ring6):
    ratio = critical_U(r, small, 0.0, r.L * small) / small
    assert abs(ratio / (r.L / 2) - 1) < 0.05
    print(f"L={r.L} Delta={small} t: critical U/Delta = {ratio:.4f}, "
          f"first-order value {r.L / 2:.1f}")

# Berry phase from overlaps, on both sides of the crossing
assert 1.2 < Uc < 6.8
for U, mesh in ((0.0, 60), (1.0, 60), (Uc - 0.2, 240),
                (Uc + 0.2, 240), (7.0, 60), (12.0, 60)):
    gamma, gap = berry(ring4, U, Delta, mesh=mesh)
    expected = 1.0 if U < Uc else -1.0
    assert gap > 1e-3 and abs(np.exp(1j * gamma) - expected) < 1e-4
    print(f"L=4 U={U:8.5f} t: |gamma|/pi = {abs(gamma) / np.pi:.5f}, "
          f"smallest gap {gap:.4f} t")
assert 1.0 < Uc6 < 8.0
for U in (1.0, 8.0):
    gamma, gap = berry(ring6, U, Delta, mesh=16)
    expected = 1.0 if U < Uc6 else -1.0
    assert gap > 1e-3 and abs(np.exp(1j * gamma) - expected) < 1e-3
    print(f"L=6 U={U:.1f} t: |gamma|/pi = {abs(gamma) / np.pi:.5f}, "
          f"smallest gap {gap:.4f} t")

# Character of the ground state at the two special twists
spin2 = np.diag(ring4.L / 2 - ring4.double)
for i in range(4):
    for j in range(4):
        if i != j:
            spin2 = spin2 - sp.kron(ring4.transfer(j, i),
                                    ring4.transfer(i, j)).toarray()
print("L=4 ground state: U/t, twist/pi, parity, S(S+1), "
      "double occupancy per site, electrons per even site")
for U in (1.0, Uc - 0.01, Uc + 0.01, 7.0):
    parities = []
    for theta in (0.0, np.pi):
        v = eigh(ring4.H(theta, U, Delta), subset_by_index=[0, 0])[1][:, 0]
        q = ring4.P if theta == 0 else ring4.V[:, None] * ring4.P
        parity = np.vdot(v, q @ v).real
        s2 = np.vdot(v, spin2 @ v).real
        weight = abs(v) ** 2
        pairs = weight @ ring4.double / 4
        even = 1 + weight @ ring4.staggered / 4
        assert abs(abs(parity) - 1) < 1e-7 and abs(s2) < 1e-7
        parities.append(parity)
        print(f"  {U:.5f}  {theta / np.pi:.0f}  {parity:+.0f}  {abs(s2):.3f}"
              f"  {pairs:.5f}  {even:.5f}")
    assert abs(parities[1] - 1) < 1e-7
    assert abs(parities[0] - (1 if U < Uc else -1)) < 1e-7

# Strong coupling: triplet gap of the four-site Heisenberg ring equals J
U_big, D_big = 150.0, 50.0
J = 4 * U_big / (U_big ** 2 - D_big ** 2)
for theta in (0.0, 1.0, np.pi):
    e = eigh(ring4.H(theta, U_big, D_big), eigvals_only=True,
             subset_by_index=[0, 1])
    assert abs((e[1] - e[0]) / J - 1) < 0.01
    print(f"U={U_big:.0f} t, Delta={D_big:.0f} t, twist {theta:.3f} rad: "
          f"gap {e[1] - e[0]:.6f} t, J {J:.6f} t")

# Path around the crossing: U rises while bond alternation opens and closes
U_start, U_end, opening, duration = 1.0, 7.0, 0.5, 60.0
path = np.linspace(0, 1, 21)
carried = {}
for side in (1, -1):
    phases = [berry(ring4, U_start + (U_end - U_start) * s, Delta,
                    side * opening * np.sin(np.pi * s), 32)[0] for s in path]
    phases = np.unwrap(phases)
    carried[side] = (phases - phases[0]) / (2 * np.pi)
    assert abs(abs(carried[side][-1]) - 0.5) < 1e-3
assert abs(abs(carried[1][-1] - carried[-1][-1]) - 1) < 2e-3

# The same path in real time, averaged over the twist
twists = 2 * np.pi * np.arange(12) / 12
H0 = np.array([ring4.H(a, 0.0, Delta) for a in twists])
H1 = np.array([ring4.H(a, 0.0, Delta, 1.0) for a in twists]) - H0
C0 = np.array([-ring4.dH(a, 0.0) for a in twists])
C1 = np.array([-ring4.dH(a, 1.0) for a in twists]) - C0


def evolve(time, y):
    tau = time / duration
    s = tau - np.sin(2 * np.pi * tau) / (2 * np.pi)
    U = U_start + (U_end - U_start) * s
    delta = opening * np.sin(np.pi * s)
    psi = y[:-1].reshape(len(twists), -1)
    h_psi = ((H0 + delta * H1) @ psi[:, :, None])[:, :, 0]
    h_psi = h_psi + U * ring4.double * psi
    c_psi = ((C0 + delta * C1) @ psi[:, :, None])[:, :, 0]
    current = np.sum(psi.conj() * c_psi).real / len(twists)
    return np.append((-1j * h_psi).ravel(), current)


initial = [eigh(ring4.H(a, U_start, Delta), subset_by_index=[0, 0])[1][:, 0]
           for a in twists]
run = solve_ivp(evolve, (0, duration),
                np.append(np.array(initial, dtype=complex).ravel(), 0),
                method="DOP853", t_eval=[duration / 2, duration],
                rtol=1e-7, atol=1e-9)
assert run.success
half_way, final = run.y[-1].real
assert abs(half_way - carried[1][10]) < 0.01
assert abs(final - carried[1][-1]) < 0.01
print(f"path: U from {U_start} t to {U_end} t, largest alternation {opening}, "
      f"duration {duration:.0f} hbar/t")
print(f"electrons carried, Berry phase: half way {carried[1][10]:+.4f}, "
      f"end {carried[1][-1]:+.4f}")
print(f"electrons carried, real time:   half way {half_way:+.4f}, "
      f"end {final:+.4f}")
print(f"opposite alternation, Berry phase: end {carried[-1][-1]:+.4f}")
print(f"closed loop: {carried[1][-1] - carried[-1][-1]:+.4f} electrons")
print("tests ok")
```

Running it gives:

```
hopping t = 1 (energy unit), level splitting Delta = 2.0 t
states with Sz=0 for L=4, 6, 8: 36 400 4900
L=4 U=0 twist 0.7 rad: energy -6.535363 t, band sum -6.535363 t
L=6 U=0 twist 0.7 rad: energy -10.114748 t, band sum -10.114748 t
critical U, L=4 (crossing at twist 0):  2.78256 t
critical U, L=6 (crossing at twist pi): 3.11552 t
critical U, L=8 (crossing at twist 0):  3.28808 t
L=4 Delta=0.02 t: critical U/Delta = 1.9852, first-order value 2.0
L=6 Delta=0.02 t: critical U/Delta = 2.9495, first-order value 3.0
L=4 U= 0.00000 t: |gamma|/pi = 0.00000, smallest gap 2.0004 t
L=4 U= 1.00000 t: |gamma|/pi = 0.00000, smallest gap 1.2655 t
L=4 U= 2.58256 t: |gamma|/pi = 0.00000, smallest gap 0.1313 t
L=4 U= 2.98256 t: |gamma|/pi = 1.00000, smallest gap 0.1258 t
L=4 U= 7.00000 t: |gamma|/pi = 1.00000, smallest gap 0.3469 t
L=4 U=12.00000 t: |gamma|/pi = 1.00000, smallest gap 0.2790 t
L=6 U=1.0 t: |gamma|/pi = 0.00000, smallest gap 1.3364 t
L=6 U=8.0 t: |gamma|/pi = 1.00000, smallest gap 0.3053 t
L=4 ground state: U/t, twist/pi, parity, S(S+1), double occupancy per site, electrons per even site
  1.00000  0  +1  0.000  0.34981  1.65421
  1.00000  1  +1  0.000  0.28732  1.46411
  2.77256  0  +1  0.000  0.27361  1.49729
  2.77256  1  +1  0.000  0.20423  1.28145
  2.79256  0  -1  0.000  0.11256  1.13033
  2.79256  1  +1  0.000  0.20333  1.27966
  7.00000  0  -1  0.000  0.04419  1.03807
  7.00000  1  +1  0.000  0.06732  1.06149
U=150 t, Delta=50 t, twist 0.000 rad: gap 0.029948 t, J 0.030000 t
U=150 t, Delta=50 t, twist 1.000 rad: gap 0.029968 t, J 0.030000 t
U=150 t, Delta=50 t, twist 3.142 rad: gap 0.030034 t, J 0.030000 t
path: U from 1.0 t to 7.0 t, largest alternation 0.5, duration 60 hbar/t
electrons carried, Berry phase: half way +0.4080, end +0.5000
electrons carried, real time:   half way +0.4080, end +0.5000
opposite alternation, Berry phase: end -0.5000
closed loop: +1.0000 electrons
tests ok
```
